# Wave-vector grid errors in the low-temperature phonon heat capacity: a program that tests the result

```python
# Acoustic heat capacity on an N^3 q-grid of an fcc crystal, omega = c|q|, low T.
# E(x)=x^2 e^x/(e^x-1)^2, lam=hbar c/kT, delta=lam*|b|/N, Omega=a^3/4, C in k_B per cell.
# Debye value per branch: C_D=(2 pi^2/15) Omega/lam^3.  Claims under test:
#  Gamma counted (E=1): C_N/C_D-1 = sum over supercell vectors R of phi(pi R/lam),
#     phi(u)=(15/4)csch^2 u [2+3 csch^2 u-3 coth u/u];  coarse grid -> 3/N^3
#  half-shifted grid: same with sign (-1)^(n1+n2+n3);  coarse -> 2(delta/2)^2 e^(-delta/2)/N^3
#  Gamma dropped: error -kappa delta^3, kappa=5/(4 sqrt3 pi^5); coarse -> 8 delta^2 e^-delta/N^3
# Inputs a, cT, cL, optical energy are rough sizes for silicon. Units: meV, Angstrom, km/s, K.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq

pi = np.pi
kB = sc.k / sc.e * 1e3
hbar = sc.hbar / sc.e * 1e3 * 1e13          # meV*Angstrom per km/s
a, cT, cL, T, E_opt, tol = 5.4, 5.4, 9.0, 10.0, 60.0, 0.01
A = a / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]], float)
B = 2 * pi * np.linalg.inv(A).T
Omega, blen = abs(np.linalg.det(A)), np.linalg.norm(B[0])
branches = [(cT, 2), (cL, 1)]
lam = lambda c, t=T: hbar * c / (kB * t)
debye = lambda c, t=T: 2 * pi**2 / 15 * Omega / lam(c, t)**3

def E(x):
    x = np.asarray(x, float)
    y = np.where(x < 1e-8, 1.0, x)
    return np.where(x < 1e-8, 1.0, y * y * np.exp(-y) / np.expm1(-y)**2)

def phi(u):
    e = np.exp(-2 * u)
    s, ct = 4 * e / (1 - e)**2, (1 + e) / (1 - e)
    return 3.75 * s * (2 + 3 * s - 3 * ct / u)

def triples(m):
    return np.stack(np.meshgrid(m, m, m, indexing="ij"), -1).reshape(-1, 3)

def qgrid(N, shift):
    return triples(np.arange(N) - N // 2 + shift) @ B / N

def qlen(N, shift):
    q = qgrid(N, shift)
    r = np.sqrt((q * q).sum(1))
    if N <= 16:  # fold into the first zone; for larger N the unfolded corners have E < 1e-11
        for g in itertools.product((-1, 0, 1), repeat=3):
            r = np.minimum(r, np.linalg.norm(q + np.array(g) @ B, axis=1))
    return r

def Cgrid(r, t=T, drop=False, br=branches):
    n = len(r)
    if drop:
        r = r[r > 1e-12]
    return sum(m * E(lam(c, t) * r).sum() for c, m in br) / n

# single-mode function, Debye integral, Fourier transform
x = sp.symbols("x")
ser = sp.series(x**2 * sp.exp(x) / (sp.exp(x) - 1)**2, x, 0, 5).removeO()
assert sp.simplify(ser - (1 - x**2 / 12 + x**4 / 240)) == 0
energy = lambda t: 2.0 / np.expm1(2.0 / t)
assert abs((energy(1 + 1e-5) - energy(1 - 1e-5)) / 2e-5 - E(2.0)) < 1e-8
I4 = quad(lambda s: s * s * float(E(s)), 0, 80, epsabs=1e-12, limit=200)[0]
assert abs(I4 - 4 * pi**4 / 15) < 1e-8
for u in (0.5, 2.0, 5.0):
    r = u / pi
    S = quad(lambda s: np.sin(s * r) / np.expm1(s), 0, 80, epsabs=1e-12, limit=400)[0]
    assert abs(S - (pi / 2 / np.tanh(u) - 0.5 / r)) < 1e-8
    F = quad(lambda s: s * float(E(s)) * np.sin(s * r), 0, 80, epsabs=1e-12, limit=400)[0]
    assert abs(F / (r * I4) - phi(u)) < 1e-8
assert abs(phi(6.0) / (15 * np.exp(-12) * 1.5) - 1) < 1e-3

# aliasing rule for plane waves, then grid sum versus supercell sum
for n, want in (((5, 0, 0), (1, -1)), ((5, -5, 0), (1, 1)), ((5, 2, 0), (0, 0))):
    for sh, w_ in zip((0.0, 0.5), want):
        assert abs(np.exp(1j * qgrid(5, sh) @ (np.array(n) @ A)).mean() - w_) < 1e-12
CD = sum(m * debye(c) for c, m in branches)
w = {c: m * debye(c) / CD for c, m in branches}
nn = triples(np.arange(-12, 13))
nn = nn[np.any(nn != 0, axis=1)]
Rlen, sign = np.linalg.norm(nn @ A, axis=1), 1 - 2 * (nn.sum(1) % 2)
for N in (8, 12, 20):
    for sh, ph in ((0.0, 1), (0.5, sign)):
        pred = sum(w[c] * (ph * phi(pi * N * Rlen / lam(c))).sum() for c in w)
        assert abs(Cgrid(qlen(N, sh)) / CD - 1 - pred) < 1e-7
leadB = lambda N: sum(12 * w[c] * phi(pi * N * a / 2**0.5 / lam(c)) for c in w)
leadC = lambda N: sum(-6 * w[c] * phi(pi * N * a / lam(c)) for c in w)
assert abs((Cgrid(qlen(28, 0.0)) / CD - 1) / leadB(28) - 1) < 0.03   # next shell neglected
assert abs((Cgrid(qlen(24, 0.5)) / CD - 1) / leadC(24) - 1) < 0.03

# coarse grid
r4, r4s, dT = qlen(4, 0.0), qlen(4, 0.5), lam(cT) * blen / 4
one, c4 = 8 * dT**2 * np.exp(-dT) / 64, Cgrid(r4, drop=True, br=[(cT, 1)])
d2 = 2 * dT / 3**0.5
assert abs(c4 / one - 1) < 0.05
assert abs(c4 / (one + 6 * d2**2 * np.exp(-d2) / 64) - 1) < 1e-4
ones, c4s = 2 * (dT / 2)**2 * np.exp(-dT / 2) / 64, Cgrid(r4s, br=[(cT, 1)])
assert abs(c4s / ones - 1) < 2e-3
assert abs(Cgrid(r4) * 64 / 3 - 1) < 1e-4
slope = lambda r, d: np.log(Cgrid(r, T * 1.001, d) / Cgrid(r, T / 1.001, d)) / (2 * np.log(1.001))
s4 = slope(r4, True)
assert abs(s4 / (dT - 2) - 1) < 0.02

# fine grid
cD = (3 / (2 / cT**3 + 1 / cL**3))**(1 / 3)
kappa = 5 / (4 * 3**0.5 * pi**5)
Nrule = int(np.ceil(lam(cD) * blen))
rf = qlen(Nrule, 0.0)
errf = Cgrid(rf, drop=True) / CD - 1
assert abs(errf / (-kappa * (lam(cD) * blen / Nrule)**3) - 1) < 1e-5
sf = slope(rf, False)
assert abs(sf - 3) < 1e-5

# smallest grid for the tolerance: direct scan versus estimates
ratio = {}
for N in list(range(2, 66)) + [Nrule]:
    r0 = qlen(N, 0.0)
    ratio[N] = (Cgrid(r0, drop=True) / CD, Cgrid(r0) / CD, Cgrid(qlen(N, 0.5)) / CD)
Nscan = [1 + max(N for N in ratio if abs(ratio[N][k] - 1) >= tol) for k in range(3)]
Nest = [(3 / (tol * CD))**(1 / 3), brentq(lambda N: leadB(N) - tol, 5, 60),
        brentq(lambda N: leadC(N) + tol, 5, 60)]
assert Nscan[0] == np.ceil(Nest[0])
assert all(abs(Nscan[k] - np.ceil(Nest[k])) <= 1 for k in (1, 2))
assert max(Nscan) < Nrule      # delta<1 is sufficient but not necessary

# anisotropic, dispersive check: fcc nearest-neighbour central springs, c_L[100] = cL
bonds = [A[0], A[1], A[2], A[0] - A[1], A[1] - A[2], A[2] - A[0]]
KM = 2 * (hbar * cL / a)**2
proj = [np.outer(R, R) / (R @ R) for R in bonds]
def modes(q, longwave=False):
    D = np.zeros((len(q), 3, 3))
    for R, P in zip(bonds, proj):
        t = q @ R
        D += (t * t if longwave else 2 * (1 - np.cos(t)))[:, None, None] * P
    return np.sqrt(np.clip(np.linalg.eigvalsh(KM * D), 0, None))
Cl = lambda e, t=T: E(e / (kB * t)).sum() / len(e)
eref = modes(qgrid(48, 0.5))
mu, wm = np.polynomial.legendre.leggauss(48)
az = 2 * pi * (np.arange(96) + 0.5) / 96
st = np.sqrt(1 - mu**2)
dirs = np.stack([np.outer(st, np.cos(az)), np.outer(st, np.sin(az)), np.outer(mu, az * 0 + 1)], -1)
avg = ((modes(dirs.reshape(-1, 3), True)**-3.0).sum(1).reshape(48, 96).mean(1) @ wm) / 2
exc = lambda t: Cl(eref, t) / (2 * pi**2 / 15 * Omega * (kB * t)**3 * avg) - 1
assert 0 < exc(T) < 0.08 and 1.9 < exc(T) / exc(T / 2**0.5) < 2.25
em = {N: modes(qgrid(N, 0.0)) for N in (24, 32, 40)}
el = {N: Cl(em[N]) / Cl(eref) - 1 for N in em}
hc110 = modes(np.array([[1, 1, 0]]) / 2**0.5, True)[0, 2]
rate_pred = 2 * pi * a / 2**0.5 * kB * T / hc110
rate = np.log(el[32] / el[40]) / 8
assert 0 < el[40] < 0.2 * el[32] < 0.04 * el[24]
assert abs(rate / rate_pred - 1) < 0.10      # power-law prefactor neglected
e40 = em[40][em[40] > 1e-6]
eld = E(e40 / (kB * T)).sum() / 40**3 / Cl(eref) - 1
assert abs(eld / (-3 / (40**3 * Cl(eref))) - 1) < 0.01

print(f"rough inputs: a={a} A, cT={cT} km/s, cL={cL} km/s, E_opt={E_opt} meV")
print(f"T = {T} K, kT = {kB*T:.4f} meV, tolerance = {tol}")
print(f"Omega = {Omega:.3f} A^3, |b| = {blen:.4f} 1/A, a/sqrt2 = {a/2**0.5:.4f} A")
print(f"Debye integral = {I4:.5f}, 2pi^2/15 = {2*pi**2/15:.5f}, kappa = {kappa:.6f}")
for name, c in (("T", cT), ("L", cL), ("D", cD)):
    print(f"{name}: c={c:.3f} km/s, hbar c={hbar*c:.2f} meV A, lam={lam(c):.2f} A, "
          f"1/lam={1/lam(c):.5f} 1/A, N(delta=1)={lam(c)*blen:.1f}")
print(f"C_D per branch: T {debye(cT):.4e}, L {debye(cL):.4e} kB/cell")
print(f"weights: T (both) {w[cT]:.4f}, L {w[cL]:.4f}")
print(f"C_D total = {CD:.4e} kB/cell = {CD/2*sc.R*1e3:.2f} mJ/(mol K) per mol atoms")
print(f"optical mode: x = {E_opt/(kB*T):.1f}, E(x) = {float(E(E_opt/(kB*T))):.1e} kB")
print(f"lam_T |b|/2 = {lam(cT)*blen/2:.1f}, E there = {float(E(lam(cT)*blen/2)):.1e} kB")
print("C_N/C_D:  N  delta_D  dropped     counted    shifted")
for N in sorted({4, 8, 12, 16, 24, 32, 48, Nrule, *Nscan}):
    v = ratio[N]
    print(f"        {N:3d}  {lam(cD)*blen/N:6.2f}  {v[0]:.4e}  {v[1]:.5f}  {v[2]:.5f}")
print(f"N=4: dq={blen/4:.4f} 1/A, hbar cT dq={hbar*cT*blen/4:.2f} meV, delta_T={dT:.2f}")
print(f"N=4 one T branch, dropped: grid {c4:.4e}, formula {one:.4e} kB/cell")
print(f"N=4 one T branch, shifted: grid {c4s:.4e}, formula {ones:.4e} kB/cell")
print(f"N=4 counted: grid {Cgrid(r4):.5f}, 3/N^3 = {3/64:.5f} kB/cell")
print(f"dlnC/dlnT: N=4 dropped {s4:.2f} (delta_T-2={dT-2:.2f}); N={Nrule} counted {sf:.4f}")
print(f"rule grid N={Nrule}: {Nrule**3} points, error with Gamma dropped {errf:.5f}")
for k, name in enumerate(("dropped", "counted", "shifted")):
    N = Nscan[k]
    print(f"1% {name}: N est {Nest[k]:.2f}, scan {N}, {N**3} points, dq={blen/N:.4f} 1/A, "
          f"delta_D={lam(cD)*blen/N:.2f}, err={ratio[N][k]-1:+.4f}")
N = Nscan[1]
for name, c in (("T", cT), ("L", cL)):
    u = pi * N * a / 2**0.5 / lam(c)
    print(f"counted N={N}, R={N*a/2**0.5:.1f} A, {name}: u={u:.3f}, phi={phi(u):.3e}, "
          f"12 w phi={12*w[c]*phi(u):.5f}")
N = Nscan[2]
for name, c in (("T", cT), ("L", cL)):
    u = pi * N * a / lam(c)
    print(f"shifted N={N}, R={N*a:.1f} A, {name}: u={u:.3f}, phi={phi(u):.3e}, "
          f"-6 w phi={-6*w[c]*phi(u):.5f}")
print(f"spring model: C = {Cl(eref):.4e} kB/cell, c_L[110] = {hc110/hbar:.3f} km/s")
print(f"spring model excess over T^3: {exc(T):.4f} at {T} K, {exc(T/2**0.5):.4f} at {T/2**0.5:.2f} K")
print(f"spring model counted error N=24,32,40: {el[24]:.2e}, {el[32]:.2e}, {el[40]:.2e}")
print(f"spring model decay rate per N: grid {rate:.3f}, predicted {rate_pred:.3f}")
print(f"spring model dropped error N=40: {eld:.4f}, -3/(N^3 C) = {-3/(40**3*Cl(eref)):.4f}")
print("no test failed")
```

Output:

```
rough inputs: a=5.4 A, cT=5.4 km/s, cL=9.0 km/s, E_opt=60.0 meV
T = 10.0 K, kT = 0.8617 meV, tolerance = 0.01
Omega = 39.366 A^3, |b| = 2.0153 1/A, a/sqrt2 = 3.8184 A
Debye integral = 25.97576, 2pi^2/15 = 1.31595, kappa = 0.002358
T: c=5.400 km/s, hbar c=35.54 meV A, lam=41.25 A, 1/lam=0.02424 1/A, N(delta=1)=83.1
L: c=9.000 km/s, hbar c=59.24 meV A, lam=68.74 A, 1/lam=0.01455 1/A, N(delta=1)=138.5
D: c=5.974 km/s, hbar c=39.32 meV A, lam=45.63 A, 1/lam=0.02192 1/A, N(delta=1)=92.0
C_D per branch: T 7.3824e-04, L 1.5946e-04 kB/cell
weights: T (both) 0.9025, L 0.0975
C_D total = 1.6359e-03 kB/cell = 6.80 mJ/(mol K) per mol atoms
optical mode: x = 69.6, E(x) = 2.8e-27 kB
lam_T |b|/2 = 41.6, E there = 1.5e-15 kB
C_N/C_D:  N  delta_D  dropped     counted    shifted
          4   22.99  6.4774e-05  28.65317  0.12699
          8   11.49  7.6557e-02  3.65819  0.82752
         12    7.66  3.8236e-01  1.44359  0.97507
         14    6.57  5.2921e-01  1.19751  0.99009
         16    5.75  6.4432e-01  1.09202  0.99604
         23    4.00  8.5708e-01  1.00780  0.99985
         24    3.83  8.7289e-01  1.00554  0.99991
         32    2.87  9.4440e-01  1.00037  1.00000
         48    1.92  9.8342e-01  1.00000  1.00000
         57    1.61  9.9010e-01  1.00000  1.00000
         92    1.00  9.9765e-01  1.00000  1.00000
N=4: dq=0.5038 1/A, hbar cT dq=17.91 meV, delta_T=20.78
N=4 one T branch, dropped: grid 5.2984e-08, formula 5.0938e-08 kB/cell
N=4 one T branch, shifted: grid 1.0373e-04, formula 1.0364e-04 kB/cell
N=4 counted: grid 0.04688, 3/N^3 = 0.04688 kB/cell
dlnC/dlnT: N=4 dropped 18.91 (delta_T-2=18.78); N=92 counted 3.0000
rule grid N=92: 778688 points, error with Gamma dropped -0.00235
1% dropped: N est 56.81, scan 57, 185193 points, dq=0.0354 1/A, delta_D=1.61, err=-0.0099
1% counted: N est 22.18, scan 23, 12167 points, dq=0.0876 1/A, delta_D=4.00, err=+0.0078
1% shifted: N est 14.24, scan 14, 2744 points, dq=0.1440 1/A, delta_D=6.57, err=-0.0099
counted N=23, R=87.8 A, T: u=6.689, phi=3.604e-05, 12 w phi=0.00039
counted N=23, R=87.8 A, L: u=4.013, phi=6.156e-03, 12 w phi=0.00720
shifted N=14, R=75.6 A, T: u=5.758, phi=2.211e-04, -6 w phi=-0.00120
shifted N=14, R=75.6 A, L: u=3.455, phi=1.713e-02, -6 w phi=-0.01002
spring model: C = 1.5677e-03 kB/cell, c_L[110] = 10.062 km/s
spring model excess over T^3: 0.0203 at 10.0 K, 0.0099 at 7.07 K
spring model counted error N=24,32,40: 1.28e-02, 1.21e-03, 1.08e-04
spring model decay rate per N: grid 0.301, predicted 0.312
spring model dropped error N=40: -0.0298, -3/(N^3 C) = -0.0299
no test failed
```
